# Oxide thickness from the frequency fall of a quartz crystal monitor

## Problem

A deposition monitor in a low-pressure plasma chamber uses an AT-cut quartz plate vibrating in its fundamental thickness-shear mode at $f_0=6$ MHz. While silicon dioxide is deposited on one face, the frequency falls by 100 Hz. Take quartz density $\rho_q=2.648$ g/cm³, quartz shear modulus $\mu_q=29.47$ GPa and oxide density $\rho_f=2.2$ g/cm³.

1. Find the fundamental frequency of a bare plate of thickness $h$, and its mass per unit area.
2. Derive the Sauerbrey relation between the frequency change and the areal mass $m$ of a thin film.
3. Show that the 100 Hz fall corresponds to about 5.6 nm of oxide.
4. Explain why mass on the surface shifts the frequency twice as much as the same mass spread through the plate.
5. Find when the film's stiffness matters, and which frequency to use if the plate already carries electrodes.
6. Estimate how far conditions in the chamber can change the inferred thickness.

Treat the plate as laterally uniform and lossless, with the film firmly attached and covering the whole vibrating area. Until part 6, temperature and stress are constant. Piezoelectric effects are represented by the effective modulus $\mu_q$.

## Solution

### 1. The bare plate

Let $x$ run across the plate from $0$ to $h$. The displacement is parallel to the faces and has the form $u(x)\cos\omega t$, with $\omega=2\pi f$. Newton's law for a thin slice of quartz gives

$$\mu_q u''=-\rho_q\omega^2u .$$

Define the shear-wave speed $v=\sqrt{\mu_q/\rho_q}$ and the wavenumber $k=\omega/v$. The equation becomes $u''=-k^2u$.

A free face carries no shear stress, so $u'(0)=0$. This selects $u=U\cos kx$. The other free face requires

$$u'(h)=-Uk\sin kh=0 .$$

The lowest nonzero solution is $kh=\pi$. Hence $2\pi f_0h/v=\pi$, and

$$f_0=\frac{v}{2h}.$$

The plate is half a shear wavelength thick. Its areal mass is

$$m_q=\rho_qh=\frac{\rho_qv}{2f_0}=\frac{Z_q}{2f_0},
\qquad Z_q=\rho_qv=\sqrt{\rho_q\mu_q}.$$

Here $v=3336$ m/s, $h=278$ µm, $m_q=73.62$ mg/cm² and $Z_q=8.834\times10^5$ g/(cm² s).

### 2. A thin film on one face

Put the film at $x=h$. If it is thin enough to move as a unit with the surface, its acceleration is $-\omega^2u(h)$, apart from the common factor $\cos\omega t$. The film pulls on the quartz with force per area $+\mu_qu'(h)$, so the quartz pulls on the film with $-\mu_qu'(h)$. Newton's law for the film is

$$-\mu_qu'(h)=-m\omega^2u(h),
\qquad\text{or}\qquad
\mu_qu'(h)=m\omega^2u(h).$$

The face at $x=0$ is still free, so $u=U\cos kx$ remains valid. Substitution gives

$$-\mu_qk\sin kh=m\omega^2\cos kh .$$

Divide by $-\mu_qk\cos kh$ and use $\mu_qk=\mu_q\omega/v=Z_q\omega$:

$$\tan kh=-\frac{m\omega}{Z_q}.$$

Because $h/v=1/(2f_0)$, the phase across the plate is $kh=\pi f/f_0$. Write $f=f_0+\Delta f$. The tangent has period $\pi$, so for a small shift

$$\tan\left(\pi+\frac{\pi\Delta f}{f_0}\right)
=\tan\frac{\pi\Delta f}{f_0}
\simeq\frac{\pi\Delta f}{f_0}.$$

Setting this equal to $-2\pi fm/Z_q$ gives

$$\Delta f=-\frac{2f_0f\,m}{Z_q}.$$

To first order in $m$, the factor $f$ on the right may be replaced by $f_0$. The result is the Sauerbrey relation:

$$\boxed{\Delta f=-\frac{2f_0^2m}{\sqrt{\rho_q\mu_q}}}$$

The minus sign means that added mass lowers the frequency. The replacement of $f$ by $f_0$ makes the inferred mass too small by the fraction $|\Delta f|/f_0$, relative to the form that keeps $f$.

### 3. The oxide thickness

Solve the relation for the areal mass:

$$m=\frac{Z_q|\Delta f|}{2f_0^2}
=\frac{(8.834\times10^5)(100)}{2(6\times10^6)^2}\ \frac{\text{g}}{\text{cm}^2}
=1.227\times10^{-6}\ \frac{\text{g}}{\text{cm}^2}.$$

This is 1.227 µg/cm², or 1227 ng/cm². The sensitivity is $2f_0^2/Z_q=81.5$ Hz cm²/µg, or 0.0815 Hz cm²/ng. In the numerical output below, the lines for sensitivity and areal mass carry a wrong unit label: "ug" there should read "ng". The thicknesses are unaffected.

Areal mass is density times thickness, so

$$t=\frac{m}{\rho_f}
=\frac{1.227\times10^{-6}\ \text{g/cm}^2}{2.2\ \text{g/cm}^3}
=5.577\times10^{-7}\ \text{cm}.$$

Since 1 cm is $10^7$ nm,

$$\boxed{t\simeq5.6\ \text{nm}}$$

Each hertz represents about 0.056 nm of oxide at this density. The relative frequency fall is $1.667\times10^{-5}$, so the first-order approximation is ample here.

As a test, the wave equation for quartz and oxide together was solved numerically, without the small-shift approximation and with a rough oxide shear modulus of 31 GPa. The thickness that gives a 100 Hz fall was again 5.577 nm.

### 4. Why surface mass counts twice

Using $m_q=Z_q/(2f_0)$, the Sauerbrey relation becomes

$$\frac{\Delta f}{f_0}=-\frac{m}{m_q}.$$

Now spread the same mass uniformly through the plate, holding its thickness and modulus fixed. The density rises by $\Delta\rho=m/h$. Since $f_0=(1/2h)\sqrt{\mu_q/\rho_q}$,

$$\frac{\Delta f}{f_0}
\simeq-\frac12\frac{\Delta\rho}{\rho_q}
=-\frac12\frac{m}{m_q}.$$

The reason lies in the mode shape. The kinetic energy of added mass is proportional to the local value of $u^2$. At the surface, $u^2=U^2$. Averaged through the plate, it is

$$\frac1h\int_0^hU^2\cos^2\left(\frac{\pi x}{h}\right)dx=\frac{U^2}{2}.$$

Surface mass therefore has twice the average effect. The numerical wave solution gives a fall of 99.998 Hz for the film and 49.999 Hz for the same mass spread through the plate.

### 5. Film stiffness and electrodes

**An elastic film.** Let the film have shear modulus $\mu_f$, wavenumber $k_f=\omega\sqrt{\rho_f/\mu_f}$ and a coordinate $y$ running from $0$ at the quartz to $t$ at the free outer face. Zero stress at $y=t$ requires

$$u_f=B\cos[k_f(t-y)].$$

At the quartz, the displacement is $B\cos k_ft$ and the stress is $\mu_fk_fB\sin k_ft$. Both are continuous there, so

$$\mu_qu'(h)=\mu_fk_f\tan(k_ft)\,u(h).$$

For small $k_ft$, the expansion $\tan z\simeq z+z^3/3$ gives

$$\mu_fk_f\tan(k_ft)\simeq\mu_fk_f^2t\left[1+\frac{(k_ft)^2}{3}\right]
=m\omega^2\left[1+\frac{(k_ft)^2}{3}\right],$$

because $\mu_fk_f^2=\rho_f\omega^2$ and $\rho_ft=m$. The modulus has cancelled from the leading term. It remains in the correction, through $k_f$.

The quartz has phase $\pi$ across 278 µm. If the shear speed in the oxide is similar, the film has phase $k_ft\approx\pi(5.577\ \text{nm})/(278\ \text{µm})\approx6\times10^{-5}$, and the correction is about $10^{-9}$. Reducing the oxide modulus tenfold in the numerical solution, with density and thickness fixed, left the fall at 99.998 Hz. Doubling the density instead raised it to 199.99 Hz.

The film stops moving as a unit when $k_ft$ is no longer small, as for a film approaching a quarter of a shear wavelength. A very soft film reaches that condition at a smaller thickness.

For 1 µm of oxide the computed fall is 17.88 kHz. The Sauerbrey mass is then 0.3% below the true film mass. This agrees with the predicted fraction $|\Delta f|/f_0$. Keeping $f$, as in

$$m=\frac{Z_q(f_0-f)}{2f_0f},$$

reduces the error to less than 0.01% for this film.

The remaining error has two parts. The film contributes $(k_ft)^2/3$. The small-angle step $\tan\delta\simeq\delta$ on the quartz side, with $\delta=\pi|\Delta f|/f_0\simeq m\omega/Z_q$, drops a term $\delta^2/3$ of opposite sign. Since $k_ft=m\omega/Z_f$ with $Z_f=\sqrt{\rho_f\mu_f}$, the form that keeps $f$ overestimates the mass by the fraction

$$\frac{(k_ft)^2}{3}\left(1-\frac{Z_f^2}{Z_q^2}\right).$$

Oxide is nearly matched to quartz ($Z_f/Z_q\approx0.93$), so the two parts largely cancel. The error is $4\times10^{-6}$ at 1 µm, and for an exactly matched film this form holds at any thickness. For a film of high impedance the quartz term dominates, and 1 µm of gold is underestimated by about 0.2%. Both $k_ft$ and $m\omega/Z_q$ must therefore be small, unless the impedances match.

**Electrodes.** Let thin layers of areal mass $m_1$ and $m_2$ lie on the faces $x=0$ and $x=h$. At the first face the force of the quartz on the layer is $+\mu_qu'(0)$, so $\mu_qu'(0)=-m_1\omega^2u(0)$. Write $u=U\cos(kx+\phi_1)$. Then

$$-\mu_qk\sin\phi_1=-m_1\omega^2\cos\phi_1,
\qquad \tan\phi_1=\frac{\omega m_1}{Z_q}.$$

The condition at the second face is $\tan(kh+\phi_1)=-\omega m_2/Z_q$. With $\tan\phi_2=\omega m_2/Z_q$, the fundamental satisfies $kh+\phi_1+\phi_2=\pi$. For small phases, $\phi_i\simeq\omega m_i/Z_q$. Let $f_q=v/(2h)$ be the frequency of the quartz without electrodes, so that $kh=\pi f/f_q$. Then

$$\frac{\pi f}{f_q}+\frac{2\pi f(m_1+m_2)}{Z_q}=\pi .$$

Division by $\pi f$ gives

$$\frac1f=\frac1{f_q}+\frac{2(m_1+m_2)}{Z_q}.$$

Thin layers add to the period in proportion to their mass. If $f_L$ is the frequency with electrodes and $f$ the frequency after a film of mass $m$ is added, subtraction gives

$$\frac1f-\frac1{f_L}=\frac{2m}{Z_q},
\qquad f_L-f=\frac{2f_Lf\,m}{Z_q}.$$

The measured frequency of the crystal with its electrodes therefore takes the place of $f_0$.

For 150 nm of gold on each face, the quartz thickness was adjusted in the numerical solution to keep the loaded frequency at 6 MHz. The same oxide film then produced a fall of 99.985 Hz. The formula above gives 99.998 Hz. The relative gap of $1.3\times10^{-4}$ is of the order of $\phi_1^2\approx1.5\times10^{-4}$, which the small-phase step drops. Using the frequency of the quartz without its gold in the Sauerbrey relation would predict 101.59 Hz, about 1.6% too much.

### 6. The reading in a plasma chamber

The following disturbances use rough typical parameters, and each is taken separately.

- **Temperature.** A coefficient of 1 ppm/K and heating by 5 K give a shift of size 30 Hz, equivalent to 1.7 nm. The coefficient depends on the cut angle and temperature, and its sign can differ. This is about 30% of the signal.
- **Oxide density.** A less dense oxide of 2.0 g/cm³ would be 6.13 nm thick for the same areal mass.
- **Position.** If crystal and wafer receive deposits differing by 10%, the wafer thickness is wrong by about 0.56 nm.
- **Film stress.** A film under stress $\sigma$ exerts a force per unit width $\sigma t$, which the plate carries over its thickness $h$. With a stress coefficient $K$, the shift has size $|\Delta f|=f_0K\sigma t/h$. For $\sigma=300$ MPa, $K=2.7\times10^{-11}$ Pa⁻¹ and $t/h=2.0\times10^{-5}$ this is about 1 Hz, or 0.05 nm.
- **Temperature gradient.** The plasma heats the face while the holder cools the rim. In an isotropic disc with a free edge and a parabolic profile, a centre-to-rim difference $\Delta T$ gives a centre stress of size $E\alpha\Delta T/4$, where $E$ is Young's modulus and $\alpha$ the expansion coefficient. With $E\approx78$ GPa and $\alpha\approx(1.0\text{–}1.4)\times10^{-5}$ K⁻¹ this is 0.2–0.3 MPa per kelvin. Taken with the same $K$, it suggests roughly 30–40 Hz, or about 2 nm, per kelvin of difference. This is several times the effect per kelvin of uniform heating.
- **Quartz modulus.** Since $m\propto\sqrt{\mu_q}$, a 1% error changes the thickness by 0.5%, or about 0.03 nm. The value 29.47 GPa is the conventional one. Standard elastic and piezoelectric constants of quartz give a stiffened AT-cut modulus of about 29.2 GPa. At series resonance, with the electrodes shorted, the mass sensitivity corresponds to about 28.9 GPa. The thickness would then be 5.52 nm rather than 5.58 nm, so digits beyond the second are not physical.
- **Gas drag.** For argon at 0.01 Torr and 300 K, molecules striking one face and leaving diffusely exert a drag that mainly damps the motion. The drag per area is $\rho_g\bar c/4$ times the surface velocity, where $\rho_g$ is the gas density and $\bar c$ the mean molecular speed. Counting its whole magnitude as if it were inertia means setting $m\omega=\rho_g\bar c/4$ in the Sauerbrey relation. This gives an upper size of $f_0\rho_g\bar c/(4\pi Z_q)$, about 0.0005 Hz.

Among these cases the thermal shifts are the largest. Holding the holder temperature steady reduces the uniform part but leaves the gradient that exists while the plasma is on. Both are avoided by comparing frequencies before and after deposition with the plasma off and the crystal back at the same uniform temperature. The density must still be known separately, because the crystal responds to areal mass. The value 5.6 nm is thus the thickness of a uniform oxide of density 2.2 g/cm³ on the crystal, provided that the whole 100 Hz fall is due to its mass.

## Table of computed values

```
Crystal frequency f0: 6 MHz
Frequency fall: 100 Hz
Quartz density: 2.648 g/cm^3
Quartz shear modulus: 29.47 GPa
Oxide density: 2.2 g/cm^3
Shear-wave speed in quartz: 3336 m/s
Quartz impedance Zq: 8.834e+05 g/(cm^2 s)
Plate thickness: 278 um
Plate mass per area: 73.62 mg/cm^2
Sensitivity: 0.0815 Hz cm^2/ug
Areal mass for the fall: 1227 ug/cm^2
Oxide thickness, Sauerbrey: 5.577 nm
Oxide thickness, wave problem: 5.577 nm
Thickness per hertz: 0.05577 nm/Hz
Relative fall |df|/f0: 1.667e-05
-- checks on the wave problem --
Fall, oxide film: 99.998 Hz
Fall, film ten times softer: 99.998 Hz
Fall, film twice as dense: 199.99 Hz
Fall, same mass spread through plate: 49.999 Hz
Gold electrode thickness, each face: 150 nm
Fall with electrodes, loaded f0 = 6 MHz: 99.985 Hz
Formula with unloaded plate frequency: 101.59 Hz
Fall for 1 um oxide: 17.88 kHz
Sauerbrey mass error at 1 um: -0.3 %
Mass error at 1 um, form keeping f: 0.00042 %
-- neglected effects, rough parameters --
Temperature coefficient: 1 ppm/K
Crystal heating: 5 K
Thermal frequency shift, size: 30 Hz
Thermal shift as oxide thickness: 1.7 nm
Film stress: 300 MPa
Stress coefficient of frequency: 2.7e-11 1/Pa
Stress frequency shift, size: 0.97 Hz
Stress shift as oxide thickness: 0.054 nm
Lower oxide density: 2 g/cm^3
Thickness at lower density: 6.13 nm
Crystal-wafer deposition mismatch: 10 %
Thickness error from mismatch: 0.56 nm
Quartz modulus error assumed: 1 %
Thickness error from modulus: 0.028 nm
Argon pressure: 0.01 Torr
Gas temperature: 300 K
Gas-loading shift, upper size: 0.00046 Hz
```
